# Why ultrathin-film ellipsometry barely determines the out-of-plane permittivity: test program

```python
"""
Result under test: to first order in thickness d, the ellipsometric ratio
rho = r_p/r_s of a uniaxial film (optic axis along the normal) contains the
film only through J = d*(ea + es - eo - ea*es/ee), at every angle.
Hence the out-of-plane permittivity ee is degenerate with d and with eo.

Symbols: ea ambient, es substrate, eo in-plane film permittivity,
ee out-of-plane film permittivity, K0 vacuum wavenumber (rad/nm),
lengths in nm, kappa2 = ea*sin(angle)^2, time factor exp(-i*omega*t).
r_p is a ratio of magnetic amplitudes, r_s a ratio of electric amplitudes.
Phases refer to the front face of the film.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

WAVELENGTH = 600.0
K0 = 2 * np.pi / WAVELENGTH
EA, ES = 1.0, 2.25
D, EO, EE = 1.0, 9.0, 5.0
ANGLES = np.radians(np.arange(45.0, 76.0, 5.0))
NOISE = 1e-4


def normal_components(angle, ea, es):
    kappa2 = ea * np.sin(angle) ** 2
    return kappa2, np.sqrt(ea - kappa2 + 0j), np.sqrt(es - kappa2 + 0j)


def reflect(d, eo, ee, angle, ea=EA, es=ES):
    """Exact r_p and r_s from the first-order Maxwell system in the film."""
    kappa2, qa, qs = normal_components(angle, ea, es)
    system_p = np.array([[0, 1 - kappa2 / ee], [eo, 0]], complex)
    ex, hy = expm(-1j * K0 * d * system_p) @ np.array([qs / es, 1])
    system_s = np.array([[0, -1], [-(eo - kappa2), 0]], complex)
    ey, hx = expm(-1j * K0 * d * system_s) @ np.array([1, -qs])
    za, z, w = qa / ea, ex / hy, -hx / ey
    return np.array([(za - z) / (za + z), (qa - w) / (qa + w)])


def ratio(d, eo, ee, angle, ea=EA, es=ES):
    rp, rs = reflect(d, eo, ee, angle, ea, es)
    return rp / rs


def spectrum(d, eo, ee, ea=EA, es=ES):
    return np.array([ratio(d, eo, ee, a, ea, es) for a in ANGLES])


def invariant(d, eo, ee, ea=EA, es=ES):
    return d * (ea + es - eo - ea * es / ee)


def first_order_ratio(d, eo, ee, angle, ea=EA, es=ES):
    kappa2, qa, qs = normal_components(angle, ea, es)
    top = -2j * K0 * qa * kappa2 * es * (qa + qs) ** 2
    bottom = (es - ea) * (es * qa + ea * qs) ** 2
    return top / bottom * invariant(d, eo, ee, ea, es)


def airy(d, eo, ee, angle, ea, es):
    """Multiple-reflection sum, an independent check of the solver."""
    kappa2, qa, qs = normal_components(angle, ea, es)
    qp = np.sqrt(eo * (1 - kappa2 / ee) + 0j)
    qo = np.sqrt(eo - kappa2 + 0j)
    result = []
    for a, f, s, q in ((qa / ea, qp / eo, qs / es, qp), (qa, qo, qs, qo)):
        front, back = (a - f) / (a + f), (f - s) / (f + s)
        phase = np.exp(2j * K0 * d * q)
        result.append((front + back * phase) / (1 + front * back * phase))
    return np.array(result)


# Solver and first-order expansions, with absorption and at Brewster's angle
brewster = np.arctan(np.sqrt(ES / EA))
cases = [(EO, EE, np.radians(60), EA, ES), (EO, EE, brewster, EA, ES),
         (4 + 2j, 3 + 0.5j, 0.9, 1.3, -10 + 1j),
         (2 + 1j, 6 + 3j, 0.6, 1.0, 15 + 2j)]
worst_expansion = 0.0
for eo, ee, angle, ea, es in cases:
    assert np.allclose(reflect(80.0, eo, ee, angle, ea, es),
                       airy(80.0, eo, ee, angle, ea, es), atol=1e-10)
    h = 1e-3
    slope = (reflect(h, eo, ee, angle, ea, es)
             - reflect(-h, eo, ee, angle, ea, es)) / (2 * h)
    kappa2, qa, qs = normal_components(angle, ea, es)
    za, zs = qa / ea, qs / es
    bracket = 1 - kappa2 / ee - eo * zs ** 2
    slope_p = 2j * K0 * za / (za + zs) ** 2 * bracket
    slope_s = (2j * K0 * qa * (eo - es) / (ea - es)
               * (qa - qs) / (qa + qs))
    slope_ratio = (ratio(h, eo, ee, angle, ea, es)
                   - ratio(-h, eo, ee, angle, ea, es)) / (2 * h)
    predicted = first_order_ratio(1.0, eo, ee, angle, ea, es)
    for found, formula in ((slope[0], slope_p), (slope[1], slope_s),
                           (slope_ratio, predicted)):
        error = abs(found / formula - 1)
        worst_expansion = max(worst_expansion, error)
        assert error < 1e-6

# Exact p degeneracy at one angle, for a film that is not thin
theta = np.radians(60)
kappa2 = EA * np.sin(theta) ** 2
stretch = 1.05
twin_eo = EO / stretch
twin_ee = kappa2 / (1 - (1 - kappa2 / EE) / stretch)
thick = reflect(150.0, EO, EE, theta)
thick_twin = reflect(150.0 * stretch, twin_eo, twin_ee, theta)
assert abs(thick[0] - thick_twin[0]) < 1e-11
assert abs(thick[1] - thick_twin[1]) > 1e-3
other = np.radians(30)
assert abs(reflect(150.0, EO, EE, other)[0]
           - reflect(150.0 * stretch, twin_eo, twin_ee, other)[0]) > 1e-4

# Films with equal interface excesses: complex r_p and r_s at all angles
grow = 1.1
excess_eo = ES + (EO - ES) / grow
excess_ee = 1 / (1 / ES + (1 / EE - 1 / ES) / grow)


def excess_gap(scale):
    return max(np.max(abs(reflect(scale * D, EO, EE, a)
               - reflect(scale * D * grow, excess_eo, excess_ee, a)))
               for a in ANGLES)


gap_ratio = excess_gap(1.0) / excess_gap(0.5)
assert 3.7 < gap_ratio < 4.3

# Halving ee, then hiding the change by thickness or in-plane permittivity
new_ee = EE / 2
hidden_d = (invariant(D, EO, EE) / invariant(1.0, EO, new_ee))
hidden_eo = EO + EA * ES * (1 / EE - 1 / new_ee)


def gap(d, eo, ee, scale=1.0):
    return np.max(abs(spectrum(scale * D, EO, EE)
                      - spectrum(scale * d, eo, ee)))


open_gap = gap(D, EO, new_ee)
gap_d = gap(hidden_d, EO, new_ee)
gap_eo = gap(D, hidden_eo, new_ee)
assert gap_d < 0.2 * open_gap and gap_eo < 0.2 * open_gap
assert 3.7 < gap_d / gap(hidden_d, EO, new_ee, 0.5) < 4.3
assert 3.7 < gap_eo / gap(D, hidden_eo, new_ee, 0.5) < 4.3


# Relative weight of ee against eo, from the exact solver in the thin limit
def response(eo, ee, es, which):
    h = 1e-3
    shift = np.array([h * eo, 0]) if which == "eo" else np.array([0, h * ee])
    high = spectrum(0.01, eo + shift[0], ee + shift[1], EA, es)
    low = spectrum(0.01, eo - shift[0], ee - shift[1], EA, es)
    return np.linalg.norm(high - low) / (2 * shift.sum())


weights = {}
for es in (ES, 12.0):
    weights[es] = response(EO, EE, es, "ee") / response(EO, EE, es, "eo")
    assert abs(weights[es] / (EA * es / EE ** 2) - 1) < 0.01
near_zero_gain = response(EO, 0.5, ES, "ee") / response(EO, EE, ES, "ee")
assert abs(near_zero_gain / (EE / 0.5) ** 2 - 1) < 0.01

# Refit ee with a wrong thickness or a wrong in-plane permittivity
data = spectrum(D, EO, EE)


def refit(d, eo):
    def misfit(ee):
        return 1e6 * np.sum(abs(spectrum(d, eo, ee) - data) ** 2)
    return minimize_scalar(misfit, bounds=(2.0, 20.0), method="bounded",
                           options={"xatol": 1e-7}).x


def predicted_ee(d, eo):
    return EA * ES / (EA + ES - eo - invariant(D, EO, EE) / d)


fit_d, fit_eo = refit(1.01 * D, EO), refit(D, EO + 0.1)
pred_d, pred_eo = predicted_ee(1.01 * D, EO), predicted_ee(D, EO + 0.1)
# The prediction is first order in d; higher orders shift it by some percent.
assert abs((fit_d - EE) / (pred_d - EE) - 1) < 0.15
assert abs((fit_eo - EE) / (pred_eo - EE) - 1) < 0.15
linear_d = -invariant(D, EO, EE) / D * EE ** 2 / (EA * ES) * 0.01
linear_eo = EE ** 2 / (EA * ES) * 0.1


# Sensitivity matrix for ln d, ln eo, ln ee; real and imaginary parts of rho
def sensitivity(d, ea=EA, es=ES):
    columns, h = [], 1e-4
    for i in range(3):
        step = np.zeros(3)
        step[i] = h
        base = np.array([d, EO, EE])
        change = (spectrum(*(base * np.exp(step)), ea, es)
                  - spectrum(*(base * np.exp(-step)), ea, es)) / (2 * h)
        columns.append(np.concatenate([change.real, change.imag]))
    return np.array(columns).T


def ee_error(matrix):
    """Linear standard error of ee when every column of matrix is free."""
    _, s, vt = np.linalg.svd(matrix, full_matrices=False)
    return EE * NOISE * np.sqrt(np.sum((vt[:, -1] / s) ** 2))


full = sensitivity(D)
singular = np.linalg.svd(full, compute_uv=False)
halved = np.linalg.svd(sensitivity(D / 2), compute_uv=False)
assert 1.9 < singular[0] / halved[0] < 2.1
assert 3.6 < singular[1] / halved[1] < 4.4
err_known = ee_error(full[:, [2]])
err_d_free = ee_error(full[:, [0, 2]])
err_eo_free = ee_error(full[:, [1, 2]])
err_all_free = ee_error(full)
pairs = [(1.0, 2.25), (1.77, 2.25), (1.0, 12.0)]
joint = np.vstack([sensitivity(D, ea, es) for ea, es in pairs])
err_joint = ee_error(joint)
assert err_d_free > 5 * err_known and err_eo_free > 5 * err_known
assert err_joint < 0.2 * err_all_free

# Transparent media: the reflectance change starts at second order
angle45 = np.radians(45)
bare_R = abs(reflect(0.0, EO, EE, angle45)[0]) ** 2
change_R = abs(reflect(D, EO, EE, angle45)[0]) ** 2 - bare_R
half_R = abs(reflect(D / 2, EO, EE, angle45)[0]) ** 2 - bare_R
assert 3.8 < change_R / half_R < 4.2

rho_bare = ratio(0.0, EO, EE, theta)
rho_film = ratio(D, EO, EE, theta)
rho_first = first_order_ratio(D, EO, EE, theta)
print(f"wavelength {WAVELENGTH:.0f} nm, thickness {D:.1f} nm")
print(f"permittivities: ambient {EA}, substrate {ES}, eo {EO}, ee {EE}")
print(f"K0*d = {K0 * D:.5f}, K0*d*eo = {K0 * D * EO:.4f}")
print(f"J = {invariant(D, EO, EE):.3f} nm")
print(f"part of J from ee = {-D * EA * ES / EE:.3f} nm")
print(f"worst relative error of expansions = {worst_expansion:.1e}")
print(f"60 deg: bare rho = {rho_bare.real:.5f}")
print(f"60 deg: exact change of rho = {rho_film - rho_bare:.6f}")
print(f"60 deg: first-order change of rho = {rho_first:.6f}")
print(f"p twin at 60 deg only: d = {stretch * D:.3f} nm")
print(f"  its eo = {twin_eo:.3f}, its ee = {twin_ee:.3f}")
print(f"  r_p gap at 150 nm base = {abs(thick[0] - thick_twin[0]):.0e}")
print(f"  r_s gap at 150 nm base = {abs(thick[1] - thick_twin[1]):.4f}")
print(f"equal-excess film: d = {grow * D:.3f} nm")
print(f"  its eo = {excess_eo:.3f}, its ee = {excess_ee:.3f}")
print(f"  largest gap in r_p, r_s = {excess_gap(1.0):.2e}")
print(f"  gap ratio on halving thickness = {gap_ratio:.3f}")
print(f"ee changed to {new_ee}: largest rho gap = {open_gap:.2e}")
print(f"  hidden by d = {hidden_d:.4f} nm: gap = {gap_d:.2e}")
print(f"  hidden by eo = {hidden_eo:.3f}: gap = {gap_eo:.2e}")
print(f"weight ee/eo, substrate 2.25 = {weights[ES]:.4f}")
print(f"weight ee/eo, substrate 12 = {weights[12.0]:.4f}")
print(f"response gain, ee 0.5 against 5 = {near_zero_gain:.2f}")
print(f"d 1 % too large: linear shift of ee = {linear_d:.3f}")
print(f"  finite first-order ee = {pred_d:.3f}, exact refit = {fit_d:.3f}")
print(f"eo 0.1 too large: linear shift of ee = {linear_eo:.3f}")
print(f"  finite first-order ee = {pred_eo:.3f}, exact refit = {fit_eo:.3f}")
print("singular values =", " ".join(f"{s:.3e}" for s in singular))
print("ratios on halving d =",
      " ".join(f"{s:.3f}" for s in singular / halved))
print(f"noise in each part of rho = {NOISE:.0e}, angles = {len(ANGLES)}")
print(f"error of ee, d and eo known = {err_known:.3f}")
print(f"error of ee, d free = {err_d_free:.3f}")
print(f"error of ee, eo free = {err_eo_free:.3f}")
print(f"error of ee, d and eo free = {err_all_free:.3f}")
print("joint (ambient, substrate) pairs =", pairs)
print(f"error of ee, joint, d and eo free = {err_joint:.3f}")
print(f"45 deg: bare p reflectance = {bare_R:.6f}")
print(f"45 deg: its change with film = {change_R:.3e}")
print(f"45 deg: change ratio on halving d = {change_R / half_R:.3f}")
print("tests ok")
```

Running it gives:

```
wavelength 600 nm, thickness 1.0 nm
permittivities: ambient 1.0, substrate 2.25, eo 9.0, ee 5.0
K0*d = 0.01047, K0*d*eo = 0.0942
J = -6.200 nm
part of J from ee = -0.450 nm
worst relative error of expansions = 1.0e-08
60 deg: bare rho = 0.10102
60 deg: exact change of rho = -0.004305+0.046790j
60 deg: first-order change of rho = 0.000000+0.047224j
p twin at 60 deg only: d = 1.050 nm
  its eo = 8.571, its ee = 3.937
  r_p gap at 150 nm base = 7e-16
  r_s gap at 150 nm base = 0.0249
equal-excess film: d = 1.100 nm
  its eo = 8.386, its ee = 4.500
  largest gap in r_p, r_s = 3.36e-05
  gap ratio on halving thickness = 3.996
ee changed to 2.5: largest rho gap = 3.41e-03
  hidden by d = 0.9323 nm: gap = 3.60e-04
  hidden by eo = 8.550: gap = 3.14e-04
weight ee/eo, substrate 2.25 = 0.0900
weight ee/eo, substrate 12 = 0.4800
response gain, ee 0.5 against 5 = 100.00
d 1 % too large: linear shift of ee = 0.689
  finite first-order ee = 5.790, exact refit = 5.778
eo 0.1 too large: linear shift of ee = 1.111
  finite first-order ee = 6.429, exact refit = 6.409
singular values = 2.011e-01 2.143e-03 1.875e-06
ratios on halving d = 1.984 3.966 7.932
noise in each part of rho = 1e-04, angles = 7
error of ee, d and eo known = 0.060
error of ee, d free = 0.533
error of ee, eo free = 0.654
error of ee, d and eo free = 246.163
joint (ambient, substrate) pairs = [(1.0, 2.25), (1.77, 2.25), (1.0, 12.0)]
error of ee, joint, d and eo free = 0.077
45 deg: bare p reflectance = 0.008466
45 deg: its change with film = 5.156e-04
45 deg: change ratio on halving d = 3.998
tests ok
```
